# Why temperature compensation does not give a hot bath's 25 °C pH

**Question**

I look after an ammonia-buffered make-up solution for an alkaline plating bath. It contains no metal yet, only 0.1 mol/L of ammonium salt and 0.1 mol/L of ammonia. The specification says pH 9.2 at 25 °C, and the tank runs at 60 °C.

My meter has automatic temperature compensation (ATC), with the probe in the tank. It reads 8.24. With ATC switched off and the meter left on its 25 °C setting, it reads 8.39. I had assumed that ATC converts the reading to 25 °C, which would mean that the bath is almost one unit low and needs ammonia. But a fresh batch made up by weight reads the same. Is the meter faulty, is the bath low, or have I misunderstood what ATC does?

**Answer**

Your readings show no sign of a meter fault, and an ammonia buffer of this kind that has pH 9.2 at 25 °C should read about 8.24 at 60 °C. Do not add ammonia on the strength of that reading. ATC corrects the conversion from voltage to pH. It does not undo the change that heating makes in the solution itself. These are two separate effects, and for your bath the second is much the larger.

### What the electrode does

Take pH as $-\log_{10}a$, where $a$ is the hydrogen-ion activity in the liquid at its actual temperature. Suppose the solution inside the glass bulb has pH 7 at all temperatures, and the reference contributions to the voltage cancel. Let $E$ be the potential of the inner solution relative to the bath.

A simple transfer model gives the equilibrium voltage: it is the value at which no net protons would pass between the two solutions. In real glass, protons exchange at the two surfaces and other ions carry charge through the interior, but the ideal equilibrium voltage is the same. A positive $E$ hinders protons going in and helps those coming out. With the electrical work divided equally between the two directions, the balance is

$$
a_{\rm bath}\,e^{-FE/2RT}=a_{\rm in}\,e^{+FE/2RT}.
$$

Here $R$ is the gas constant, $F$ the Faraday constant and $T$ the absolute temperature. The equal division does not matter, since only the ratio of the two exponentials enters. Taking logarithms,

$$
E=\frac{RT}{F}\ln\frac{a_{\rm bath}}{a_{\rm in}} .
$$

Now put $a_{\rm bath}=10^{-\mathrm{pH}}$ and $a_{\rm in}=10^{-7}$. The logarithm becomes $(7-\mathrm{pH})\ln 10$, so

$$
E=S(T)\,(7-\mathrm{pH}),\qquad S(T)=\frac{RT\ln 10}{F}.
$$

The slope $S$ is 59.16 mV per pH unit at 25 °C and 66.10 mV at 60 °C. Temperature thus enters twice: openly through $S(T)$, and again through the pH, which may itself depend on temperature.

### What ATC does with the voltage

With ATC on, the meter divides by the slope for the measured temperature:

$$
\mathrm{pH}_{\rm on}=7-\frac{E}{S(T)}=\mathrm{pH}(T).
$$

This is the pH of the hot bath. For your tank $E=-82.15$ mV, and

$$
\mathrm{pH}_{\rm on}=7+\frac{82.15}{66.10}=8.243 .
$$

With ATC off, the meter keeps the slope for $T_0=298.15$ K. Since $S(T)/S(T_0)=T/T_0$,

$$
\mathrm{pH}_{\rm off}=7-\frac{E}{S(T_0)}
=7+\frac{T}{T_0}\,[\mathrm{pH}(T)-7].
$$

At 60 °C, $T/T_0=1.1174$, which gives $7+1.1174\times1.243=8.389$. That is your second reading.

The difference between the readings is all that ATC contributes:

$$
\mathrm{pH}_{\rm off}-\mathrm{pH}_{\rm on}
=\left(\frac{T}{T_0}-1\right)[\mathrm{pH}(T)-7].
$$

It vanishes at $T=T_0$, and also for a solution of pH 7 at any temperature. Apart from the two temperatures, it contains only the pH of the hot bath, so it cannot tell how far heating has moved that pH from its 25 °C value.

### What heating does to the buffer

The weak acid here is the ammonium ion:

$$
\mathrm{NH_4^+}\rightleftharpoons \mathrm{NH_3}+\mathrm{H^+}.
$$

Take activity coefficients as one for now, with concentrations relative to 1 mol/L. Then $K_a=a[\mathrm{NH_3}]/[\mathrm{NH_4^+}]$. Taking $-\log_{10}$ of both sides and rearranging gives

$$
\mathrm{pH}=\mathrm pK_a(T)+\log_{10}\frac{[\mathrm{NH_3}]}{[\mathrm{NH_4^+}]}.
$$

The standard Gibbs energy of ionization satisfies $\Delta G=-RT\ln K_a=RT\ln 10\;\mathrm pK_a$, and also $\Delta G=\Delta H-T\Delta S$. Hence

$$
\mathrm pK_a(T)=\frac{\Delta H}{RT\ln10}-\frac{\Delta S}{R\ln10}.
$$

If $\Delta H$ and $\Delta S$ are constant over the temperature range, subtracting the value at $T_0$ removes the entropy:

$$
\mathrm pK_a(T)-\mathrm pK_a(T_0)
=\frac{\Delta H}{R\ln10}\left(\frac1T-\frac1{T_0}\right).
$$

Removing a proton from ammonium absorbs heat, so $\Delta H>0$. On heating, the bracket is negative and $\mathrm pK_a$ falls.

Does the concentration ratio also change? Let $a_0$ and $b_0$ be the amounts of ammonium chloride and ammonia put in, per litre. Charge balance reads

$$
[\mathrm{NH_4^+}]+[\mathrm{H^+}]=a_0+[\mathrm{OH^-}],
$$

because the chloride concentration is $a_0$. With $\delta=[\mathrm{OH^-}]-[\mathrm{H^+}]$, this gives $[\mathrm{NH_4^+}]=a_0+\delta$. In a closed sample the total ammonia is fixed, so $[\mathrm{NH_3}]=b_0-\delta$. For small $\delta$, using $\ln(1+x)\approx x$,

$$
\log_{10}\frac{b_0-\delta}{a_0+\delta}
\approx\log_{10}\frac{b_0}{a_0}
-\frac{\delta}{\ln10}\left(\frac1{a_0}+\frac1{b_0}\right).
$$

In your bath at 60 °C, $\delta$ is about $2\times10^{-5}$ mol/L, against 0.1 mol/L of each buffer form. The last term is then only about $-0.0002$. Thermal expansion dilutes both forms by the same factor and leaves their ratio alone. The pH therefore follows $\mathrm pK_a$, and

$$
\boxed{\mathrm{pH}(T_0)=\mathrm{pH}(T)+\frac{\Delta H}{R\ln10}\left(\frac1{T_0}-\frac1T\right)}
$$

for a closed buffer with constant $\Delta H$ and negligible $\delta$.

Rough typical values for ammonium are $\mathrm pK_a=9.2$ at 25 °C and $\Delta H=52$ kJ/mol. With these,

$$
\frac{52000}{8.314\times2.3026}
\left(\frac1{298.15}-\frac1{333.15}\right)=0.957 .
$$

The hot value 8.243 thus corresponds to $8.243+0.957=9.200$ at 25 °C. Within this model, your bath is on specification. Solving the full proton balance at both temperatures, with water ionization included, changes this conversion by less than 0.0001 pH.

The neglect of $\delta$ is not always so harmless. Consider a buffer with the same concentrations and the same $\mathrm pK_a$ at 25 °C, but $\Delta H=-20$ kJ/mol. At 80 °C the boxed formula gives a 25 °C value that is 0.0156 too low with the rough water values used below, or about 0.012 too low with the measured $\mathrm pK_w\approx12.60$. Its pH rises on heating while water ionizes more strongly, so hydroxide builds up and the $\delta$ term matters.

### The two effects side by side

Subtract the 25 °C pH from the ATC-off reading, then add and subtract $\mathrm{pH}(T)$:

$$
\mathrm{pH}_{\rm off}-\mathrm{pH}(T_0)
=\underbrace{\left(\frac T{T_0}-1\right)[\mathrm{pH}(T)-7]}_{\text{electrode slope}}
+\underbrace{\mathrm{pH}(T)-\mathrm{pH}(T_0)}_{\text{chemistry}} .
$$

For your bath this is $0.146-0.957=-0.811$. Switching ATC on removes the first term and leaves the second.

The ATC-off reading, 8.389, happens to lie nearer to 9.200 than the ATC-on reading does. That is no reason to switch ATC off. The slope error has the sign of $\mathrm{pH}(T)-7$ in a hot bath, whereas the chemical shift, when $\delta$ is negligible, has a sign set by $\Delta H$. Neither sign fixes the other, and in another bath the two can add instead of partly cancelling.

For some buffers your assumption does give nearly the right number. If $\Delta H$ is close to zero and $\delta$ is negligible, the pH hardly changes on heating, and the ATC reading is close to the 25 °C value, up to the effect of the reaction heat capacity: for acetic acid, whose $\Delta H$ is nearly zero at 25 °C, $\mathrm pK_a$ still rises by about 0.05 by 60 °C. This is a property of that buffer, not something the meter has done.

### Could a cleverer meter do the conversion?

Not from voltage and temperature alone. Compare your bath with a model buffer whose acid has $\mathrm pK_a=7.2$ at 25 °C and $\Delta H=4$ kJ/mol. Put in 0.0142 mol/L of its acid form and 0.1858 mol/L of its base form. The two baths then behave as follows:

| Bath | Voltage at 60 °C | pH at 60 °C | pH at 25 °C |
|---|---:|---:|---:|
| Ammonium/ammonia | −82.15 mV | 8.243 | 9.200 |
| Model buffer | −82.15 mV | 8.243 | 8.317 |

At 60 °C the meter receives identical inputs from both, so any rule using those inputs alone must return the same number for both. Yet their pH values at 25 °C differ by 0.883. At least one answer would be wrong. The missing information is the temperature response of the particular solution.

Some meters do offer solution temperature compensation, in which the user supplies a coefficient for the liquid. That can give an approximate 25 °C value, because it adds the missing information. It is a different function from electrode-slope ATC.

### Has the bath really become less alkaline?

Its pH has fallen, and its hydrogen-ion activity has risen about ninefold. But pH 7 is not neutral at 60 °C. With rough values for water, $\mathrm pK_w=14.0$ at 25 °C and an ionization enthalpy of 56 kJ/mol, neutral pH at 60 °C is 6.485, so $\mathrm pK_w=12.97$. A constant enthalpy overstates the change for water: the measured values are about 6.51 and 13.02.

The hydroxide level follows from $\mathrm{pOH}=\mathrm pK_w-\mathrm{pH}$. It is $14.00-9.20=4.80$ at 25 °C and $12.97-8.24=4.73$ at 60 °C. With these rough values hydroxide goes from about $1.6\times10^{-5}$ to $1.9\times10^{-5}$ mol/L; with the measured $\mathrm pK_w=13.02$ it reaches only about $1.7\times10^{-5}$ mol/L. It is therefore nearly unchanged. The lower pH does not mean that ammonia or hydroxide is missing.

### What happens if you dose to 9.2 while hot

Suppose you add ammonia at 60 °C until the meter reads 9.20, holding the volume and the amount of ammonium salt fixed and losing no vapour. Since $\mathrm pK_a$ is fixed at that temperature, the pH rises by $\log_{10}(b_{\rm new}/b_0)$. The required factor is

$$
\frac{b_{\rm new}}{b_0}\approx10^{\,9.200-8.243}=9.06 .
$$

The full balance gives nearly the same factor, about 0.91 mol/L of ammonia instead of 0.100. Cooled to 25 °C, the dosed bath has pH 10.16. The reading was right, but it was compared with a set point for another temperature.

### How to control the tank

The simplest course is to use a hot set point. For a make-up solution specified as pH 9.2 at 25 °C it lies about 0.95 lower, near 8.24 at 60 °C. Confirm it on a batch known to be correct, because the shift is better known than the absolute value. Leave ATC on.

Alternatively, cool a sample to 25 °C in a closed vessel and compare it with 9.2. The vessel must be closed because lost ammonia changes the buffer ratio.

A third way is to apply a measured coefficient. Differentiating $\mathrm pK_a(T)$ gives, at 25 °C,

$$
\frac{d\,\mathrm{pH}}{dT}\approx-\frac{\Delta H}{R\,T_0^2\ln10}
=-0.0306\ \text{per K}.
$$

Carried over 35 K as a straight line, this predicts 9.312 at 25 °C, which is 0.112 above the true value. The reason is visible in the algebra. The true shift is proportional to

$$
\frac1{T_0}-\frac1T=\frac{T-T_0}{T_0T},
$$

whereas the straight line uses $(T-T_0)/T_0^2$. It overstates the shift by the factor $T/T_0=1.117$. A coefficient taken between the two temperatures you use, here $-0.957/35=-0.0273$ per K, avoids this error at 60 °C but is only approximate at other temperatures.

The same distinction applies to calibration. If you calibrate in a hot standard buffer, enter that buffer's pH at the hot temperature, not its 25 °C label value.

### How far to trust these numbers

The ideal electrode is the first thing to question. Its voltage lines for different temperatures meet at pH 7. Suppose they meet at $\mathrm{pH}_i$ instead, and the meter has been zeroed at pH 7 and 25 °C. Then

$$
E=S(T_0)(7-\mathrm{pH}_i)-S(T)(\mathrm{pH}-\mathrm{pH}_i),
$$

and the ATC reading $7-E/S(T)$ becomes

$$
\mathrm{pH}_{\rm on}=\mathrm{pH}(T)+(7-\mathrm{pH}_i)\left(1-\frac{T_0}{T}\right).
$$

For $\mathrm{pH}_i=6.5$ the error is $+0.053$ at 60 °C. Other trial changes, each made separately, have these effects:

- A temperature probe reading 2 K high changes the pH reading by $-0.007$.
- Loss of 5% of the ammonia changes the hot pH by $\log_{10}0.95=-0.022$.
- An enthalpy larger by 1 kJ/mol changes the predicted hot pH by $-0.018$.
- A reaction heat capacity of 50 J/(mol K), in place of zero, changes it by $-0.016$.

Ionic activity also matters. Ammonium is charged, so its activity coefficient $\gamma$ adds $-\log_{10}\gamma$ to the pH. An extended Debye–Hückel estimate at 0.1 mol/L ionic strength, with rough water permittivities of 78 and 67, gives $+0.12$ at 25 °C and a further $+0.008$ by 60 °C. The first figure moves both pH values together, so the absolute values above are less certain than the shift between them. With the tabulated $\mathrm pK_a$ of about 9.245 at 25 °C and this activity term, an exact 0.1/0.1 mol/L mixture is expected near pH 9.36 at 25 °C and 8.41 at 60 °C, some 0.16 to 0.18 above the model values, while the shift stays close to 0.95.

Leaving out that common offset, the magnitudes of all these effects add up to 0.124 pH, or 13% of the chemical shift. These are trial sizes, not limits, but errors of this size would not turn the 0.96 shift into a meter fault.

A working plating bath departs further from the model. It may be more concentrated, and its metal ions can bind ammonia to an extent that changes with temperature. I have not estimated that effect, so do not carry the 8.24 set point over to a metal-loaded bath. An open tank also loses ammonia: losing half of it at fixed ammonium would lower the pH by about 0.30. For a production bath, measure a known good sample at both temperatures and use that difference. The numerical output below lists the values for the example.

## Computed values

```
Reference and bath temperature: 298.15, 333.15 K
Ammonium pKa at 25 C (rough input): 9.20
Ammonium ionization enthalpy (rough): 52.0 kJ/mol
Water pKw at 25 C (rough input): 14.00
Water ionization enthalpy (rough): 56.0 kJ/mol
Acid form, base form put in: 0.100, 0.100 mol/L
Electrode slope at 25 C: 59.16 mV per pH
Electrode slope at 60 C: 66.10 mV per pH
Slope ratio T/T0: 1.1174
Ammonium pKa at 60 C: 8.243
True bath pH at 60 C: 8.243
True bath pH at 25 C: 9.200
Electrode voltage at 60 C: -82.15 mV
Electrode voltage at 25 C: -130.14 mV
Hot reading, ATC on: 8.243 pH
Hot reading, ATC off (25 C slope): 8.389 pH
ATC-off reading minus 25 C pH: -0.811 pH
  electrode-slope part: +0.146 pH
  chemical part: -0.957 pH
25 C pH from hot reading and enthalpy: 9.200
Simple shift formula, error in worked bath: -0.000025 pH
Simple shift formula, largest scan error: -0.0156 pH
  found at 80 C, enthalpy -20 kJ/mol
Temperature coefficient at 25 C: -0.0306 pH/K
25 C pH from straight-line coefficient: 9.312
Straight-line error: +0.112 pH
Neutral pH at 60 C: 6.485
Comparison acid pKa at 25 C (model): 7.20
Comparison acid enthalpy (model): 4.0 kJ/mol
Comparison acid form put in: 0.0142 mol/L
Comparison base form put in: 0.1858 mol/L
Comparison bath pH at 60 C: 8.243
Comparison bath voltage at 60 C: -82.15 mV
Comparison bath pH at 25 C: 8.317
Difference of the two baths at 25 C: 0.883 pH
Ammonia put in after wrong dosing: 0.907 mol/L
Dose factor, solved: 9.07 (ratio)
Dose factor, power-of-ten formula: 9.06 (ratio)
Wrongly dosed bath pH at 25 C: 10.157
Isopotential pH 6.5, reading error: +0.0525 pH
Probe 2.0 K high, reading error: -0.0074 pH
Ammonia loss 5 %, pH change: -0.0223 pH
Heat capacity 50 J/(mol K), pKa change: -0.0155
Enthalpy +1 kJ/mol, hot pH change: -0.0184 pH
Water permittivity, 25 and 60 C (rough): 78, 67
Ionic activity offset at 25 C: +0.1236 pH
Change of that offset by 60 C: +0.0078 pH
Sum of neglected magnitudes: 0.124 pH
That sum over the chemical shift: 13.0 %
```
